# Fine structure of positronium at n = 2 from the Breit Hamiltonian

**Setting.** An electron and a positron, each of mass \(m\), are bound in their centre-of-mass frame. The relative coordinate is \(\mathbf r=\mathbf r_{e^-}-\mathbf r_{e^+}\), with \(\mathbf n=\mathbf r/r\). The electron has momentum \(\mathbf p\), the positron \(-\mathbf p\); their Pauli matrices are \(\boldsymbol\sigma_1,\boldsymbol\sigma_2\), and \(\mathbf S=(\boldsymbol\sigma_1+\boldsymbol\sigma_2)/2\). Units are \(\hbar=c=1\). The leading Hamiltonian is \(H_0=p^2/m-\alpha/r\), with energies \(-m\alpha^2/(4n^2)\). All corrections are wanted at order \(m\alpha^4\).

## (a) One-photon exchange

**Question.** Expand the Coulomb-gauge exchange amplitude to order \(1/m^2\) for \(\mathbf p\to\mathbf p'=\mathbf p+\mathbf q\).

**Answer.** To this order a spinor with \(u^\dagger u=1\) has upper part \((1-p^2/8m^2)\chi\) and lower part \((\boldsymbol\sigma\cdot\mathbf p/2m)\chi\). Since \((\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)\), the electron's charge and current elements are

\[
\rho_1=1-\frac{q^2}{8m^2}+\frac{i\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p)}{4m^2},\qquad
\mathbf j_1=\frac{\mathbf p+\mathbf p'+i\boldsymbol\sigma_1\times\mathbf q}{2m}.
\]

The positron is treated as a particle of charge \(+e\). Reversing \(\mathbf p\) and \(\mathbf q\) leaves the form of \(\rho\) unchanged and reverses \(\mathbf j\). The energy transfer in the photon propagator is of higher order, so

\[
V=-\frac{4\pi\alpha}{q^2}\left[\rho_1\rho_2-(\mathbf j_1\cdot\mathbf j_2)_T\right],
\]

where \(T\) denotes components transverse to \(\mathbf q\). The transverse part of \(\mathbf p+\mathbf p'=2\mathbf p+\mathbf q\) is \(2\mathbf p_T\), and \(\boldsymbol\sigma\times\mathbf q\) is already transverse. Using \(\mathbf p\cdot(\boldsymbol\sigma\times\mathbf q)=\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)\),

\[
-(\mathbf j_1\cdot\mathbf j_2)_T=\frac{4p_T^2+2i(\boldsymbol\sigma_1+\boldsymbol\sigma_2)\cdot(\mathbf q\times\mathbf p)-(\boldsymbol\sigma_1\times\mathbf q)\cdot(\boldsymbol\sigma_2\times\mathbf q)}{4m^2}.
\]

The last product is \(q^2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-(\boldsymbol\sigma_1\cdot\mathbf q)(\boldsymbol\sigma_2\cdot\mathbf q)\). The charge product contributes one unit of spin-orbit coupling and the currents two:

\[
\begin{aligned}
V={}&-\frac{4\pi\alpha}{q^2}+\frac{\pi\alpha}{m^2}\left[1+\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-\frac{(\boldsymbol\sigma_1\cdot\mathbf q)(\boldsymbol\sigma_2\cdot\mathbf q)}{q^2}\right]\\
&-\frac{4\pi\alpha}{m^2q^2}\left[p^2-\frac{(\mathbf p\cdot\mathbf q)^2}{q^2}\right]-\frac{3\pi i\alpha}{m^2q^2}(\boldsymbol\sigma_1+\boldsymbol\sigma_2)\cdot(\mathbf q\times\mathbf p).
\end{aligned}
\]

In the numerical output this expansion is compared with full Dirac spinors at momenta near \(0.01m\). The largest deviation is \(8.9\times10^{-5}\) of the largest correction element, the size expected of terms smaller by \((p/m)^2\).

## (b) Virtual annihilation

**Question.** Find the contact interaction due to annihilation into one virtual photon.

**Answer.** At leading order the pair may be taken at rest. With the charge-conjugate spinor \(v=i\gamma^2u^*\), the annihilation current is

\[
a_i=v^\dagger\alpha_iu=\chi_2^T\,i\sigma_y\sigma_i\,\chi_1 .
\]

The matrices \(i\sigma_y\sigma_i\) are \(\sigma_z,\ i\mathbb 1,\ -\sigma_x\) for \(i=x,y,z\). They are symmetric in the two spins, so the singlet decouples. They are mutually orthogonal with squared norm 2, so summing over \(i\) gives twice the triplet projector, \(2P_t=(3+\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2)/2\).

For a photon of frequency \(\omega\), the intermediate state holds either the photon alone or the photon with both pairs. The two energy denominators give

\[
\frac1{2\omega}\left[\frac1{2m-\omega}+\frac1{-2m-\omega}\right]=\frac1{4m^2-\omega^2}\to\frac1{4m^2}\qquad(\omega\to0).
\]

This covers the transverse components. For small total momentum \(\mathbf K\), charge conservation gives the transition density \(\rho=\mathbf K\cdot\mathbf a/2m\), and the Coulomb term \(|\rho|^2/K^2\) supplies the longitudinal component with the same factor. Multiplying by \(4\pi\alpha\),

\[
V_{\rm ann}=\frac{4\pi\alpha}{4m^2}\,2P_t\,\delta(\mathbf r)=\frac{\pi\alpha}{2m^2}(3+\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2)\,\delta(\mathbf r).
\]

It is repulsive. For the transverse components this is because \(1/(4m^2-\omega^2)>0\) when the pair energy \(2m\) lies above the photon frequency. For the longitudinal component, which involves no photon state, it is because the Coulomb term \(|\rho|^2/K^2\) is positive.

## (c) The Hamiltonian in position space

**Question.** Transform the interaction to position space and add the kinetic correction.

**Answer.** Start from \(4\pi/q^2\leftrightarrow1/r\) and \(i\mathbf q\leftrightarrow\nabla\). Then

\[
\frac{4\pi i\mathbf q}{q^2}\leftrightarrow-\frac{\mathbf r}{r^3},\qquad
\frac{4\pi q_iq_j}{q^2}\leftrightarrow\frac{\delta_{ij}-3n_in_j}{r^3}+\frac{4\pi}{3}\delta_{ij}\delta(\mathbf r).
\]

Because \(\nabla^2r=2/r\), one also has \(4\pi q_iq_j/q^4\leftrightarrow\tfrac12\partial_i\partial_jr=(\delta_{ij}-n_in_j)/2r\). Subtracting this from \(\delta_{ij}/r\),

\[
\frac{4\pi}{q^2}\left(\delta_{ij}-\frac{q_iq_j}{q^2}\right)\leftrightarrow\frac{\delta_{ij}+n_in_j}{2r}.
\]

The contact part of the tensor reduces the coefficient of \(\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,\delta(\mathbf r)\) from \(\pi\alpha/m^2\) to \(2\pi\alpha/3m^2\). The kinetic energy is \(2\sqrt{m^2+p^2}-2m=p^2/m-p^4/4m^3+\dots\). With \(S_{12}=3(\boldsymbol\sigma_1\cdot\mathbf n)(\boldsymbol\sigma_2\cdot\mathbf n)-\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\),

\[
\begin{aligned}
H'={}&-\frac{p^4}{4m^3}-\frac{\alpha}{2m^2r}(\delta_{ij}+n_in_j)p_ip_j+\frac{3\alpha}{2m^2r^3}\mathbf L\cdot\mathbf S+\frac{\alpha}{4m^2r^3}S_{12}\\
&+\frac{\pi\alpha}{m^2}\left[1+\frac23\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2+\frac12(3+\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2)\right]\delta(\mathbf r).
\end{aligned}
\]

## (d) Spin-independent averages

**Question.** Justify first-order perturbation theory within \(n=2\), and evaluate the kinetic and orbit-orbit terms.

**Answer.** Parity separates 2S from 2P, and rotational invariance conserves \(J\). \(H'\) is symmetric under \(\boldsymbol\sigma_1\leftrightarrow\boldsymbol\sigma_2\), because the masses are equal, so it conserves total spin and cannot mix \(2\,^1P_1\) with \(2\,^3P_1\). Hence \(H'\) is diagonal in the levels \(2\,^{2S+1}L_J\). Coupling to other \(n\) enters only in second order in \(H'\), beyond \(m\alpha^4\). For 2S the contact terms make the second-order sum grow linearly with the largest momentum included; the \(p^4\) term contributes at the same order, because on the cusp of an S state it acts like \(-(\pi\alpha/m^2)\delta(\mathbf r)\). Cut off at momenta of order \(m\), where the expansion in \(p/m\) fails, it is of order \(m\alpha^5\), still beyond the order wanted here.

Measure lengths in \(1/(m\alpha)\) and first-order energies in \(m\alpha^4\). The Bohr radius is 2, since the reduced mass is \(m/2\). The normalized radial functions are

\[
R_S=\tfrac14\left(1-\tfrac r4\right)e^{-r/4},\qquad R_P=\frac{r\,e^{-r/4}}{\sqrt{768}} .
\]

With \(\int_0^\infty r^ke^{-r/2}dr=k!\,2^{k+1}\), they give \(\langle1/r\rangle=1/8\) for both, \(\langle1/r^2\rangle_S=1/16\), \(\langle1/r^2\rangle_P=1/48\), \(\langle1/r^3\rangle_P=1/192\), and \(|\psi_S(0)|^2=R_S(0)^2/4\pi=1/(64\pi)\).

*Kinetic term.* The Schrödinger equation gives \(p^2\psi=(E+1/r)\psi\) with \(E=-1/16\). Therefore

\[
\langle p^4\rangle=E^2+2E\left\langle\frac1r\right\rangle+\left\langle\frac1{r^2}\right\rangle=\frac1{256}-\frac1{64}+\left\langle\frac1{r^2}\right\rangle ,
\]

which is \(13/256\) for S and \(7/768\) for P. Multiplying by \(-1/4\) gives \(-13/1024\) and \(-7/3072\).

*Orbit-orbit term.* As \(p_ip_j=-\partial_i\partial_j\) and \(n_in_j\partial_i\partial_j=\partial_r^2\), the operator is \((\nabla^2+\partial_r^2)/2r\). Substitute \(\partial_r^2=\nabla^2-(2/r)\partial_r+l(l+1)/r^2\) and \(\nabla^2\psi=-(E+1/r)\psi\):

\[
\langle H_{oo}\rangle=-E\left\langle\frac1r\right\rangle-\left\langle\frac1{r^2}\right\rangle-\int_0^\infty RR'\,dr+\frac{l(l+1)}2\left\langle\frac1{r^3}\right\rangle .
\]

The last term is absent for \(l=0\). The integral is \(-R(0)^2/2\), equal to \(-1/32\) for S and zero for P. Thus

\[
\langle H_{oo}\rangle_S=\frac1{128}-\frac1{16}+\frac1{32}=-\frac3{128},\qquad
\langle H_{oo}\rangle_P=\frac1{128}-\frac1{48}+\frac1{192}=-\frac1{128}.
\]

## (e) The 2S levels

**Question.** Find the order-\(m\alpha^4\) shifts of \(2\,^3S_1\) and \(2\,^1S_0\).

**Answer.** The spin-orbit and tensor terms vanish in an S state, the latter by its angular average. The contact factor is \(\pi|\psi_S(0)|^2=1/64\), and \(\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\) equals \(1\) in the triplet and \(-3\) in the singlet. The spin-independent sum, including the Darwin term \(1/64\), is \((-13-24+16)/1024=-21/1024\). Then

\[
E(2\,^3S_1)=-\frac{21}{1024}+\frac1{96}+\frac1{32}=\frac{65}{3072},\qquad
E(2\,^1S_0)=-\frac{21}{1024}-\frac1{32}=-\frac{53}{1024}.
\]

In the triplet sum \(1/96\) is the magnetic contact energy and \(1/32\) the annihilation energy.

## (f) The 2P levels

**Question.** Find the shifts of \(2\,^3P_J\) and \(2\,^1P_1\).

**Answer.** Contact terms vanish because \(\psi_P(0)=0\). The common part is \(-7/3072-1/128=-31/3072\). In the singlet \(\mathbf L\cdot\mathbf S\) and \(S_{12}\) are zero, so this is the full shift of \(2\,^1P_1\).

For the triplet, \(\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-4]=1,-1,-2\) for \(J=2,1,0\). For the tensor, \((\mathbf S\cdot\mathbf n)^2=\tfrac12[1+(\boldsymbol\sigma_1\cdot\mathbf n)(\boldsymbol\sigma_2\cdot\mathbf n)]\) gives \(S_{12}=6(\mathbf S\cdot\mathbf n)^2-4\). Write the spin-1 state as a vector \(\mathbf v\), on which \((\mathbf S\cdot\mathbf n)\mathbf v=i\mathbf n\times\mathbf v\). Then

\[
S_{12}\mathbf v=2\mathbf v-6\mathbf n(\mathbf n\cdot\mathbf v).
\]

A P state is linear in \(\mathbf n\):

- \(J=0\): \(\mathbf v=\mathbf n\), so \(S_{12}=-4\).
- \(J=1\): \(\mathbf v=\mathbf n\times\mathbf a\) with \(\mathbf a\) constant, so \(S_{12}=2\).
- \(J=2\): \(v_i=T_{ij}n_j\) with \(T\) real, symmetric and traceless. The angular averages are \(\overline{(\mathbf n\cdot\mathbf v)^2}=2T_{ij}T_{ij}/15\) and \(\overline{v^2}=T_{ij}T_{ij}/3\), with ratio \(2/5\), so \(\langle S_{12}\rangle=2-12/5=-2/5\).

The spin shift is \(\Delta_J=\frac1{192}\left[\frac32\langle\mathbf L\cdot\mathbf S\rangle+\frac14\langle S_{12}\rangle\right]\):

\[
\Delta_2=\frac{7/5}{192}=\frac7{960},\qquad \Delta_1=-\frac1{192},\qquad \Delta_0=-\frac4{192}=-\frac1{48}.
\]

As a check, the weighted sum \(5\Delta_2+3\Delta_1+\Delta_0=(7-3-4)/192\) vanishes, as it must for traceless spin couplings.

## (g) Intervals

**Question.** Obtain the intervals from \(2\,^3S_1\) to the 2P levels in GHz, using \(m\alpha^4c^2/h=350.377\) GHz.

**Answer.** The distance to \(2\,^1P_1\) is \((65+31)/3072=1/32\), or 10.95 GHz. For the triplet levels, \(E(2\,^3S_1)-E(2\,^3P_J)=m\alpha^4(1/32-\Delta_J)\):

\[
\begin{aligned}
J=2:&\quad \tfrac{30-7}{960}=\tfrac{23}{960},& 350.377\times0.0239583&=8.39\ \text{GHz},\\
J=1:&\quad \tfrac{6+1}{192}=\tfrac7{192},& 350.377\times0.0364583&=12.77\ \text{GHz},\\
J=0:&\quad \tfrac{3+2}{96}=\tfrac5{96},& 350.377\times0.0520833&=18.25\ \text{GHz}.
\end{aligned}
\]

All are positive, so \(2\,^3S_1\) lies highest.

## (h) Annihilation switched off, and the accuracy

**Question.** How would the ordering change without annihilation, and how far can the intervals be trusted?

**Answer.** Removing annihilation lowers \(2\,^3S_1\) by \(m\alpha^4/32\), or 10.95 GHz, and leaves the P levels unchanged. At this order \(2\,^3S_1\) would then coincide with \(2\,^1P_1\), and the triplet intervals would be \(-\Delta_J\): \(-2.55\), \(+1.82\) and \(+7.30\) GHz for \(J=2,1,0\). The level \(2\,^3P_2\) would be highest. Annihilation therefore places \(2\,^3S_1\) above it.

The calculation omits self-energy, vacuum polarization, further recoil, and two-photon exchange and annihilation, which begin at order \(m\alpha^5\), for S states partly with a factor \(\ln(1/\alpha)\approx4.9\). A natural scale for them is \(m\alpha^5c^2/(8\pi h)=0.10\) GHz, multiplied by coefficients not evaluated here. This is a scale and not a bound. The second decimals above evaluate the \(\alpha^4\) formula; as predictions for a measurement, the intervals are already uncertain at the level of tenths of a GHz.

## Table of computed values

```
fine-structure constant alpha      = 0.0072973526
m alpha^4 c^2 / h                  = 350.3771 GHz
Dirac vs expanded exchange, rel. difference = 8.9e-05
|psi_2S(0)|^2 = 0.00497359 (m alpha)^3
<1/r^3>_2P    = 0.00520833 (m alpha)^3
Contributions: value in m alpha^4, value in GHz
  2S kinetic p^4             -0.01269531    -4.4481 GHz
  2S orbit-orbit             -0.02343750    -8.2120 GHz
  2S Darwin                  +0.01562500    +5.4746 GHz
  2 3S1 Fermi contact        +0.01041667    +3.6498 GHz
  2 3S1 annihilation         +0.03125000   +10.9493 GHz
  2 3S1 total                +0.02115885    +7.4136 GHz
  2 1S0 total                -0.05175781   -18.1348 GHz
  2P kinetic p^4             -0.00227865    -0.7984 GHz
  2P orbit-orbit             -0.00781250    -2.7373 GHz
  2P spin-independent total  -0.01009115    -3.5357 GHz
2P levels: <L.S>, <S12>, spin shift and total in GHz
  2 3P2: +1.000 -0.400 +2.5548 GHz -0.9809 GHz
  2 3P1: -1.000 +2.000 -1.8249 GHz -5.3606 GHz
  2 3P0: -2.000 -4.000 -7.2995 GHz -10.8352 GHz
  2 1P1: +0.000 -0.000 -0.0000 GHz -3.5357 GHz
Intervals E(2 3S1) - E(level): m alpha^4, GHz, GHz without annihilation
  2 3P2: 0.02395833  8.3945 GHz  -2.5548 GHz
  2 3P1: 0.03645833  12.7742 GHz  +1.8249 GHz
  2 3P0: 0.05208333  18.2488 GHz  +7.2995 GHz
  2 1P1: 0.03125000  10.9493 GHz  +0.0000 GHz
scale of omitted terms m alpha^5 c^2/(8 pi h) = 0.1017 GHz
```
